Self-similar spreading of a circular deposit with coverage-proportional diffusion

**Problem**

Adatoms lie on a flat, isotropic surface. Their coverage θ is the occupied fraction of adsorption sites. Nothing arrives or desorbs, and the surface around the deposit is bare. The collective diffusion coefficient, which relates the flux to the coverage gradient, is D = D₁θ with constant D₁. Hence

∂θ/∂t = ∇·(D₁θ∇θ).

The conserved quantity M = ∫θ d²r has the dimension of area.

(a) Find the circular similarity solution of finite M that is released from a point. Determine its profile, its edge and the growth law of its radius.

(b) Decide whether a deposit of finite initial size follows the same law.

(c) A lattice gas has repulsion g at full coverage, in mean field. Its chemical potential is μ = kT ln[θ/(1−θ)] + gθ and its flux is −(D\*/kT)θ(1−θ)∇μ, with constant D\*. When is D proportional to θ?

(d) A uniform disc of radius 10 µm and coverage 0.30 spreads at 800 K. Take parallel dipoles p = 0.05 e nm on a square mesh of spacing 0.32 nm, a hopping barrier of 0.90 eV and a diffusion prefactor of 10⁻³ cm²/s. Estimate its radius after 60 s and the main corrections within this fixed-dipole model.

**Solution**

**(a) The similarity profile**

Try θ = t^(−α)F(η), with η = r/t^β. The mass is

M = 2π t^(2β−α) ∫ηF dη,

so its conservation requires α = 2β. In the diffusion equation the left side scales as t^(−α−1). The right side has two factors of θ and two space derivatives, and scales as t^(−2α−2β). Equal powers require α + 2β = 1. Therefore α = 1/2 and β = 1/4.

Since ∂η/∂t = −η/(4t), the time derivative is

∂θ/∂t = −t^(−3/2)(F/2 + ηF′/4) = −t^(−3/2)(η²F)′/(4η).

The right side is t^(−3/2)D₁(ηFF′)′/η. Multiplying by η and collecting terms gives

(D₁ηFF′ + η²F/4)′ = 0.

The bracket is constant. It vanishes at the centre, where F and F′ are finite, so it is zero everywhere. Division by η leaves

F(D₁F′ + η/4) = 0.

At each η, either F = 0 or F′ = −η/(4D₁). The second branch integrates to

F = (η₀² − η²)/(8D₁).

The two branches must join continuously. The reason is that the flux is −D₁θ∇θ = −∇(D₁θ²/2), so a jump in θ would require an infinite flux. Mass balance alone would not exclude a jump: the material velocity inside is −D₁∂θ/∂r = r/(4t), which matches the speed of any cut placed at fixed η. Continuity is thus a separate condition, and it puts the join at η = η₀. The parabola rises towards the centre, so it cannot meet an empty inner region continuously. The occupied region is therefore a full disc.

The equation also holds across the edge in its integrated form. For a smooth test function φ, two integrations by parts over the disc give

d/dt ∫θφ d²r = (D₁/2)∫θ²∇²φ d²r.

The boundary terms contain θ, θ² and ∂(θ²)/∂r = 2θ∂θ/∂r, and all vanish at the edge. With a Bessel function as φ, the two sides differ by about 10⁻⁷ in scaled units for the full parabola, but by 0.12 for a parabola cut at 0.8 of its radius.

The mass fixes η₀:

M = (2π/8D₁)∫₀^η₀ (η₀²η − η³)dη = (π/4D₁)(η₀⁴/2 − η₀⁴/4) = πη₀⁴/(16D₁).

With R = η₀t^(1/4), the result is

θ(r,t) = [R²/(8D₁t)](1 − r²/R²) for r < R,

θ(r,t) = 0 for r ≥ R,

R⁴ = 16D₁Mt/π.

Eliminating t from the central coverage gives θ(0,t) = 2M/(πR²), twice the mean coverage of the disc. The edge advances at dR/dt = R/(4t), equal to the material velocity there. It is sharp in the sense that θ reaches zero at a finite radius with a finite slope. The radius grows with a smaller power of time than it would at constant diffusion, because spreading lowers the coverage and with it the diffusion coefficient.

The same power counting for D ∝ θⁿ gives nα + 2β = 1 and α = 2β, hence

β = 1/(2n + 2).

Constant diffusion, n = 0, has lengths growing as t^(1/2). The present case, n = 1, gives t^(1/4).

As t → 0 the central coverage of the point-released solution diverges. It can describe a submonolayer only after 2M/(πR²) has fallen below one, and the physical model in (c) demands more than that.

**(b) Deposits of finite initial size**

The diffusion equation does not contain time explicitly, so the clock may be shifted. A parabolic cap of initial radius R₀ keeps its shape and obeys

R⁴ = R₀⁴ + 16D₁Mt/π.

The pure fourth-root law then holds once the second term dominates. A uniform disc is not a parabola and is not self-similar at first. It remains to show that such deposits approach the parabola.

Choose a length a and define θᵢ = M/(πa²). For a uniform disc these are its radius and coverage. Let x = r/a, u = θ/θᵢ and τ = D₁θᵢt/a². The scaled mass is π and u obeys ∂u/∂τ = ∇·(u∇u). Remove the expected spreading by writing

v = τ^(1/2)u, y = x/τ^(1/4), s = ln τ.

Then τ∂u/∂τ = τ^(−1/2)(∂v/∂s − v/2 − y·∇v/4), while τ∇·(u∇u) becomes τ^(−1/2)∇·(v∇v). In two dimensions v/2 + y·∇v/4 = ∇·(yv/4), so

∂v/∂s = ∇·(v∇ψ), ψ = v + y²/8.

The parabola v\* = (4 − y²)/8, with edge y = 2, has constant ψ and is stationary. Define

E = ∫(v²/2 + vy²/8)d²y.

Its derivative is ∫ψ ∂v/∂s d²y. Integrating by parts, with v = 0 at the edge, gives

dE/ds = −I, I = ∫v|∇ψ|²d²y.

To turn this decrease into convergence, take a deposit that occupies one disc or one ring, with v smooth inside and continuous at its edges for t > 0. Label material by the enclosed mass m, from 0 to π, and let y(m) be its radius. From dm = 2πyv dy it follows that v = 1/(2πyy′), where y′ = dy/dm. Thus

E = ∫[1/(4πyy′) + y²/8]dm.

The function 1/(pq) is convex for positive p and q: its diagonal second derivatives are positive and its Hessian determinant is 3/(p⁴q⁴). The first term of E is therefore convex in the pair (y,y′).

For a small change h(m) in radius, the first term changes by

−(1/4π)∫[h/(y²y′) + h′/(yy′²)]dm.

Now 1/(yy′²) = 4π²v²y and 1/(y²y′) = 4π²v²y′. Integrating the h′ term by parts gives a boundary term −πv²yh, which vanishes at the outer edge, at a centre and at the edge of a hole. The remaining derivative is 4π²(2yv dv/dm + v²y′). Its second part cancels the h term, leaving

∫2πyv(dv/dm)h dm = ∫(∂v/∂y)h dm.

Adding the change yh/4 of the second term, the first-order change of E is ∫Gh dm with G = ∂ψ/∂y. In the same notation I = ∫G²dm.

Let h = y\* − y, where y\* belongs to the parabola, and let E\* be its energy. Convexity, together with the exact expansion of y²/8, gives

E\* ≥ E + ∫(Gh + h²/8)dm.

Since Gh + h²/8 = (h + 4G)²/8 − 2G² ≥ −2G²,

E − E\* ≤ 2I.

Expanding instead about y\*, where G = 0, gives

∫(y − y\*)²dm ≤ 8(E − E\*).

The first inequality turns dE/ds = −I into d(E − E\*)/ds ≤ −(E − E\*)/2. The energy gap therefore decays at least as fast as e^(−s/2) = τ^(−1/2), and the second inequality forces y(m) towards y\*(m) in the mean-square sense. Because y(m) is increasing and y\*(m) is continuous, a lasting difference at one interior m would extend over a finite interval of m. That is impossible, so the radius enclosing any fixed fraction f between zero and one converges, after scaling. Integrating the parabola gives f = 1 − (1 − r²/R²)², so this radius approaches

r_f = R[1 − (1 − f)^(1/2)]^(1/2).

It grows as t^(1/4). The outermost edge encloses the last vanishing amount of material and is not controlled by this argument. A numerical solution from the uniform disc gives an edge exponent of about 0.25 between τ = 10 and 100. The integrated absolute difference from the ideal profile, relative to the total mass, falls from 0.44 at τ = 0.1 to 0.066 at τ = 1 and 0.007 at τ = 10. A ring with inner radius 0.6a and outer radius a gives 0.72, 0.13 and 0.015.

**(c) When diffusion is proportional to coverage**

Differentiating the chemical potential gives

∂μ/∂θ = kT/[θ(1−θ)] + g.

Multiplication by (D\*/kT)θ(1−θ) gives, in this mean-field model,

D = D\*[1 + (g/kT)θ(1−θ)].

Proportionality requires θ ≪ 1, so that site blocking is weak, and gθ/kT ≫ 1, so that repulsion dominates:

kT/g ≪ θ ≪ 1, D₁ = D\*g/kT.

The window is always left as the deposit thins. At its rim the second condition fails at any time, because θ tends to zero there. Residual diffusion D\* then produces a foot, and the strictly sharp edge belongs to the limit D\* → 0 at fixed D₁.

**(d) The 10 µm disc**

A charge q at height d above a metal repels a second such charge at distance s, but is attracted by its image. For d ≪ s the sum is

(q²/4πε₀)[1/s − 1/(s² + 4d²)^(1/2)] ≈ 2p²/(4πε₀s³), p = qd.

For nearest neighbours this is 0.220 eV. The sum of (spacing/s)³ over the square mesh is 9.03, so g = 0.220 × 9.03 ≈ 1.98 eV. This is the point-dipole value. At the same p, a charge height of 0.1 nm would lower g to about 1.73 eV and a height of 0.2 nm to about 1.34 eV, because d ≪ s then fails for close neighbours. At 800 K, kT = 0.0689 eV and g/kT = 28.8. The hopping data give

D\* = 10⁻³ exp(−0.90/0.0689) ≈ 2.14×10⁻⁹ cm²/s,

D₁ = 28.8D\* ≈ 6.16×10⁻⁸ cm²/s = 6.16 µm²/s.

With M = π(10 µm)² × 0.30 = 94.2 µm², after 60 s

R⁴ = 16 × 6.16 × 94.2 × 60/π ≈ 1.77×10⁵ µm⁴,

R ≈ 20.5 µm = 2.05×10⁴ nm.

The central coverage is 2M/(πR²) ≈ 0.14. At 240 s, four times later, the ideal R is 29.0 µm, larger by 4^(1/4) = 1.41. Residual diffusion makes the actual growth faster, as shown below.

The numerical solution with D = D₁θ, started from the actual disc, has its edge at 21.2 µm, about 3% beyond the ideal value. Doubling the cell width moves this edge by 0.15 µm, so its last digit is uncertain; the fixed grid smears the front slightly outward, and the converged edge lies near 21.15 µm. The excess (21.15/20.52)⁴ ≈ 1.13 agrees with that of the root-mean-square radius, 12.21 µm against the ideal R/√3 = 11.85 µm. It corresponds to a clock started roughly 8 s earlier, so the initial size still matters slightly.

The neglected effects are compared at 60 s, with the same initial disc, through the root-mean-square radius. It is 12.2 µm for D = D₁θ.

- Adding D\* raises it to 13.7 µm, or by 12%. The share of material beyond the ideal R rises from 0.3% to 8%. The distance over which coverage falls from 10⁻³ to 10⁻⁵ of its peak becomes 5.1 µm. Without D\* it is 0.13 µm, about one numerical cell, so that figure is a resolution limit and not a physical width.
- Site blocking alone lowers it to 11.9 µm, or by 2%. Both effects together give 13.5 µm.
- With a desorption barrier of 4 eV and an attempt rate of 10¹³ s⁻¹, both rough inputs, the desorbed fraction is about 4×10⁻¹¹ for adatoms that do not interact. Repulsion can lower the barrier by up to gθ ≈ 0.6 eV at the initial coverage, which multiplies the rate by at most about 6×10³. The loss remains negligible.

The mean-field assumption needs separate scrutiny. The nearest-neighbour repulsion is about 3kT, so adatoms avoid one another instead of occupying sites at random. At low coverage this replaces the sum of U/kT over neighbours, 28.8, by the sum of 1 − exp(−U/kT), about 17.3, where U is the pair repulsion. With the mobility of (c) held fixed, mean field therefore overstates the initial rise of D with coverage. Using the lower slope at all coverages, with D\* included, would reduce the root-mean-square radius at 60 s from 13.7 to 12.7 µm. This overstates the correction at fixed mobility, because the low-coverage slope underestimates D at the higher coverages of the deposit. The mobility may also change. If repulsion raises an adatom's energy more at a site than at the saddle point between sites, it lowers the hopping barrier, and D can then rise faster than in mean field. That effect is not sized here. In the opposite limit of an ordered dipole array, the spacing scales as θ^(−1/2) and the energy per adatom as θ^(3/2). The energy per area scales as θ^(5/2), so μ ∝ θ^(3/2). A mobility proportional to θ then gives D ∝ θ^(3/2), and the formula in (a) changes the radius exponent to 1/5. The numerical late-time exponent is about 0.20. If this D is matched to D₁θ at θ = 0.30, the root-mean-square radius at 60 s is 10.9 µm, 11% smaller. The present deposit is not in this limit: at θ = 0.30 the repulsion at the mean spacing is 0.220 × 0.30^(3/2) ≈ 0.036 eV, only about 0.5kT. The 11% is thus a comparison between two laws and not an estimate of the mean-field error.

These parameters are illustrative. They were chosen with an electropositive adsorbate in mind, such as terbium on tungsten, whose parallel dipoles repel. They are not measured values for a particular tungsten face. A real surface can have steps and direction-dependent hopping, which are not sized here. The adatom dipole can also weaken as coverage grows. If it falls as 1/(1 + cθ) because neighbours depolarise it, the mean-field energy per site is gθ²/[2(1 + cθ)], including the cost of polarisation. Its second derivative replaces g in D by g/(1 + cθ)³. For a dipole one third weaker at θ = 0.30, this lowers the root-mean-square radius at 60 s from 12.2 to 10.9 µm when D\* and site blocking are left out. A fixed dipole would change the work function by pθ/(ε₀ × site area), about 2.7 eV at θ = 0.30 and 8.8 eV at full coverage. The second value is unrealistic, so g should be read as an extrapolation from low coverage and not as the energy of a real full layer. The barrier is a strong source of uncertainty: lowering it by 0.1 eV with all else fixed multiplies both D₁ and D\* by exp(0.1/0.0689) ≈ 4.3, and the ideal R by 4.3^(1/4) ≈ 1.4. The result is therefore a radius of order 20 µm, not a prediction to three digits.

The fourth-root law is also limited by residual diffusion. The two parts of D are equal at θ = kT/g ≈ 0.035. The ideal peak coverage, [M/(4πD₁t)]^(1/2), reaches this value at about 1000 s, but the spreading of the whole deposit changes character much earlier. Multiplying the diffusion equation, with D = D\* + D₁θ, by r² and integrating gives

d⟨r²⟩/dt = 4D\* + 2D₁⟨θ⟩,

where the averages are weighted by the adsorbed material. For the parabola ⟨θ⟩ is two thirds of the peak coverage, so the two terms are equal when the peak is 3kT/g ≈ 0.10. The ideal peak falls to this value at about 110 s. With D\* included from the start, the deposit spreads faster and the terms are already about equal at 60 s. The example is therefore in a crossover: the fourth-root law gives the scale of the radius, but not its actual growth exponent. Well beyond 1000 s, D approaches the constant D\* and the growth turns towards the t^(1/2) law. The numerical output below gives the remaining values.

Computed results

```
Weak-balance error, full profile: 1.08e-07 (scaled)
Weak-balance error, cut at 0.8 R: 0.1207 (scaled)
Late edge exponent, D proportional to theta: 0.2483
Late edge exponent, ordered dipoles: 0.1984
Profile distance at tau=0.1: disc 0.44460, ring 0.71842
Profile distance at tau=1: disc 0.06646, ring 0.13007
Profile distance at tau=10: disc 0.00707, ring 0.01461
Temperature: 800 K; kT: 0.06894 eV
Site spacing: 0.32 nm; dipole: 0.05 e nm
Dipole lattice sum: 9.0336; cutoff shift: 2.7e-07
Nearest-neighbour repulsion: 0.2197 eV
Summed repulsion g: 1.9849 eV; g/kT: 28.79
Hopping barrier: 0.90 eV; prefactor: 1.0e-03 cm2/s
Residual diffusion D*: 2.139e-09 cm2/s
D1: 6.159e-08 cm2/s = 6.159 um2/s
Initial radius: 10.0 um; coverage: 0.30
Integrated coverage M: 94.248 um2
Example time: 60 s; scaled time: 1.1086
Ideal at 60 s: R 20.522 um, peak 0.1425, edge speed 0.08551 um/s
Ideal at 240 s: R 29.023 um, peak 0.0712, edge speed 0.03023 um/s
Ideal at 960 s: R 41.045 um, peak 0.0356, edge speed 0.01069 um/s
Edge from disc at 60 s: 21.182 um
Grid-halving shifts: edge 0.1452 um, rms 0.00022 um
Cell width: 0.1250 um
Edge tail, 1e-3 to 1e-5 of peak: 0.129 um
Same tail with residual D: 5.119 um
D1 theta: rms 12.212 um, outside ideal R 0.342 %
with residual D: rms 13.732 um, outside ideal R 8.258 %
with blocking: rms 11.917 um, outside ideal R 0.067 %
with both: rms 13.501 um, outside ideal R 7.424 %
ordered dipoles: rms 10.914 um, outside ideal R 0.000 %
Coverage where D1 theta equals D*: 0.0347
Time when ideal peak reaches it: 1009.4 s
Desorption barrier: 4.0 eV; attempt rate: 1.0e+13 1/s
Fraction desorbed by 60 s: 3.80e-11
```
